# Correlation energy of helium-like ions at large nuclear charge

## Problem

Two electrons move in their singlet ground state around a fixed point nucleus of charge \(Z\), without relativity. Algebra is in hartree atomic units, numerical energies are in eV, and \(Z\to\infty\) is a mathematical limit.

(a) Find the coefficient \(\gamma\) of \(\ln r_s\) in the correlation energy per electron \(\varepsilon_c\) of the dense, unpolarized uniform gas. Then find the large-\(Z\) form of the LDA correlation energy of the ion.

(b) Find the limit of the true correlation energy \(E_c=E-E_{\rm HF}\).

(c) PBE adds to \(\varepsilon_c\) the gradient term

\[
H=\gamma\ln\!\left[1+\frac{\beta}{\gamma}t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\right],\qquad
A=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1},\qquad t=\frac{|\nabla n|}{2k_sn},
\]

where \(k_s=\sqrt{4k_F/\pi}\), \(k_F=(3\pi^2n)^{1/3}\) and \(\beta=0.066725\). Find the PBE limit, and decide whether the bare gradient term \(\beta t^2\) would serve as well as \(H\).

(d) Compare the three energies at \(Z=2,10,50,1000\).

## Solution

### (a) The uniform gas and the LDA

**The logarithm.** In second order, two electrons are excited with momentum transfers \(\mathbf q\) and \(-\mathbf q\) and energies \(\omega,\omega'\). With \(v_q=4\pi/q^2\) and volume \(\Omega\), the direct (ring) part is

\[
\frac{E_2}{\Omega}=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v_q^2\,\frac1{\Omega^2}\sum_{\omega,\omega'}\frac1{\omega+\omega'} .
\]

The factor 1/2 removes the double counting of pairs. The denominator factorizes through

\[
\frac1{\omega+\omega'}=\frac12\int_{-\infty}^{\infty}\frac{du}{2\pi}\,\frac{2\omega}{\omega^2+u^2}\,\frac{2\omega'}{\omega'^2+u^2}.
\]

Each sum is then \(-\chi_0\), with \(\chi_0=-\Omega^{-1}\sum_\omega 2\omega/(\omega^2+u^2)\), and \(E_2/\Omega=-\frac14\int\frac{d^3q}{(2\pi)^3}\int\frac{du}{2\pi}v_q^2\chi_0^2\).

For small \(q\), the electrons that can be excited lie in a shell of thickness \(q\mu\) below the Fermi surface, \(0<\mu<1\), and have \(\omega=k_Fq\mu\). Both spins together, with \(u=k_Fqy\), give

\[
\chi_0=-\frac{2}{(2\pi)^3}\,2\pi k_F^2q\int_0^1\!\mu\,d\mu\,\frac{2k_Fq\mu}{k_F^2q^2(\mu^2+y^2)}
=-\frac{k_F}{\pi^2}R(y),\qquad R=\int_0^1\!\frac{\mu^2d\mu}{\mu^2+y^2}.
\]

Inserting this, with \(d^3q\to4\pi q^2dq\) and \(du=k_Fq\,dy\), gives \(E_2/\Omega=-(k_F^3/\pi^5)\int dq/q\int R^2dy\). Division by \(n=k_F^3/(3\pi^2)\) gives the energy per electron,

\[
-\frac{3}{\pi^3}\int\frac{dq}{q}\int_{-\infty}^{\infty}R^2dy .
\]

For the \(y\) integral, use \(\int dy\,[(\mu^2+y^2)(\nu^2+y^2)]^{-1}=\pi/[\mu\nu(\mu+\nu)]\), then symmetry and \(\nu=\tau\mu\):

\[
\int R^2dy=\pi\!\int_0^1\!\!\int_0^1\!\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu
=2\pi\!\int_0^1\!\mu^2d\mu\int_0^1\!\frac{\tau\,d\tau}{1+\tau}=\frac{2\pi}{3}(1-\ln2).
\]

The second-order exchange term has \(v_q\,v_{|\mathbf k-\mathbf k'+\mathbf q|}\) in place of \(v_q^2\). The second factor is of order \(4\pi/k_F^2\) at small \(q\), so the integrand goes as \(q\,dq\) instead of \(dq/q\), and this term adds only a constant. The small-\(q\) form of the direct term holds up to \(q\sim k_F\). At the lower end, summing all ring terms replaces \(-g^2/2\) by \(\ln(1+g)-g\), where \(g=-v_q\chi_0=k_s^2R/q^2\). This removes the divergence below \(q\sim k_s\). Hence \(\int dq/q=\ln(k_F/k_s)+\text{const}=-\frac12\ln r_s+\text{const}\), because \(k_F/k_s\propto\sqrt{k_F}\propto r_s^{-1/2}\). The coefficient is

\[
\gamma=\frac{3}{2\pi^3}\cdot\frac{2\pi}{3}(1-\ln2)=\frac{1-\ln2}{\pi^2},
\]

or 0.8460 eV. The full random-phase energy, evaluated between \(r_s=10^{-5}\) and \(10^{-4}\), has the same slope to this accuracy. I write \(\varepsilon_c\to\gamma\ln r_s-\omega\); the constant of the Perdew-Wang (PW92) parametrization, used here in both LDA and PBE, is \(\omega=1.2692\) eV.

**The ion.** Scaling all lengths by \(1/Z\) turns the Hamiltonian into

\[
Z^2\left[h_1+h_2+\frac1Z\frac1{r_{12}}\right],\qquad h=-\tfrac12\nabla^2-\frac1r .
\]

To leading order both electrons occupy the hydrogenic 1s orbital, so \(n=(2Z^3/\pi)e^{-2Zr}\). With \(x=2Zr\),

\[
n\,4\pi r^2dr=x^2e^{-x}dx,\qquad r_s=\left(\frac{3}{4\pi n}\right)^{1/3}=\frac1Z\left(\frac38\right)^{1/3}e^{x/3}.
\]

Since \(\int x^2e^{-x}dx=2\) and \(\int x^3e^{-x}dx=6\),

\[
E_c^{\rm LDA}\to\int_0^\infty\!x^2e^{-x}\left[\gamma\left(-\ln Z+\tfrac13\ln\tfrac38+\tfrac x3\right)-\omega\right]dx
=-2\gamma\ln Z+2\gamma\left(1+\tfrac13\ln\tfrac38\right)-2\omega .
\]

In numbers this is \(-1.692\ln Z-1.400\) eV. The LDA energy diverges logarithmically. The true density differs from the hydrogenic one by a relative correction of order \(1/Z\) that integrates to zero, so it cannot change the coefficient of \(\ln Z\) or the constant.

### (b) The true correlation energy

Treat \(1/r_{12}\) as a perturbation in the scaled problem. The second-order energy, multiplied by the prefactor \(Z^2\), is independent of \(Z\). The zeroth and first orders are the same in \(E\) and \(E_{\rm HF}\), so \(E_c\) tends to the difference of the second-order terms.

Let \(V(r)=1/r-e^{-2r}(1+1/r)\) be the potential of one 1s electron, with \(\langle V\rangle=5/8\). A Hartree-Fock orbital \(\varphi_0+Z^{-1}\sum_pc_p\varphi_p\), with \(\Delta_p=\epsilon_p+\frac12\) and \(V_p=\langle p|V|0\rangle\), has the second-order energy \(\sum_p(2c_p^2\Delta_p+4c_pV_p)\). Its minimum, at \(c_p=-V_p/\Delta_p\), is \(-2\sum_pV_p^2/\Delta_p\). In the full problem a normalized single excitation has matrix element \(\sqrt2\,V_p\) and denominator \(\Delta_p\), which gives the same sum. The singles cancel, and

\[
E_c\to-\sum_{D}\frac{|\langle D|r_{12}^{-1}|0\rangle|^2}{E_D-E_0},
\]

where \(D\) runs over double excitations (integrals over the continuum are understood).

**Finiteness.** The lowest double excitation puts both electrons in the \(n=2\) shell, so every denominator is at least \(2(\frac12-\frac18)=\frac34\). By completeness the numerators add up to

\[
\langle r_{12}^{-2}\rangle-\langle V\rangle^2-2\left(\langle V^2\rangle-\langle V\rangle^2\right).
\]

In the coordinates \(s=r_1+r_2\), \(t=|r_1-r_2|\), \(u=r_{12}\), the squared wave function is \(e^{-2s}/\pi^2\) and the volume element is \(2\pi^2(s^2-t^2)u\,ds\,dt\,du\). Thus

\[
\langle r_{12}^{-2}\rangle=2\int_0^\infty\!e^{-2s}ds\int_0^s\!\frac{du}{u}\int_0^u(s^2-t^2)dt
=2\cdot\frac89\int_0^\infty\!s^3e^{-2s}ds=\frac23 .
\]

With \(\langle V^2\rangle=0.4259\), the numerators add up to 0.2054, and \(E_c\) cannot lie below \(-0.2054/0.75\) hartree, or \(-7.45\) eV. This bound is loose, but it proves that no logarithm can appear. The gas has no gap, and its small-\(q\) excitations produce the logarithm.

**Value.** For the Hartree-Fock part, write the first-order orbital as \(f\varphi_0\). Its equation becomes \((r^2e^{-2r}f')'=2r^2e^{-2r}(V-\frac58)\), so \(r^2e^{-2r}f'=G\) with \(G(r)=2\int_0^rs^2e^{-2s}(V-\frac58)ds\). Since \(G\) vanishes at both ends, integration by parts gives

\[
E_2^{\rm HF}=2\langle\varphi_0|V-\tfrac58|f\varphi_0\rangle=4\int_0^\infty G'f\,dr=-4\int_0^\infty\frac{G^2e^{2r}}{r^2}dr ,
\]

which is \(-3.0206\) eV. For the full problem, write the first-order function as \(F\psi_0\). Because \((H_0-E_0)F\psi_0=-\frac12\psi_0^{-1}\nabla\!\cdot(\psi_0^2\nabla F)\), with \(\nabla\) acting in all six coordinates, the second-order energy is the minimum over \(F\) of

\[
\tfrac12\langle|\nabla F|^2\rangle+2\langle F(r_{12}^{-1}-\tfrac58)\rangle .
\]

Fifty polynomial terms in \(s,t,u\) give \(-4.2901\) eV; a basis of about 500 terms lowers this by 0.0002 eV, to \(-4.2903\) eV. The difference is

\[
E_c\to-1.270\ \text{eV}\quad(-0.0467\ \text{hartree}).
\]

A separate sum of double excitations over partial waves gives \(-1.269\) eV, including a small extrapolated remainder.

**Which definition?** Density-functional theory refers \(E_c\) to the orbital \(\sqrt{n/2}\) of the true density, not to the Hartree-Fock orbital. The density is a one-body operator and does not connect \(\psi_0\) to a double excitation, so the two scaled densities first differ at order \(Z^{-2}\). The Hartree-Fock energy is stationary, so the energies differ by \(Z^2\cdot O(Z^{-4})=O(Z^{-2})\), and the limit is the same. In a test, the difference in scaled \(\langle r_1+r_2\rangle\) fell by a factor 4.1 from \(Z=20\) to \(Z=40\), close to the factor 4 expected.

### (c) The PBE gradient term

Let \(s=|\nabla n|/(2k_Fn)\) now denote the reduced gradient. From \(k_F=(9\pi/4)^{1/3}/r_s\),

\[
t^2=s^2\frac{k_F^2}{k_s^2}=\frac{\pi k_F}{4}s^2=\frac{c^2s^2}{r_s},\qquad c^2=\frac\pi4\left(\frac{9\pi}{4}\right)^{1/3}.
\]

At high density \(e^{-\varepsilon_c/\gamma}\to e^{\omega/\gamma}/r_s\) is large, so \(A\to(\beta/\gamma)r_se^{-\omega/\gamma}\). The powers of \(r_s\) cancel in the product

\[
At^2\to y=\chi s^2,\qquad \chi=\frac\beta\gamma c^2e^{-\omega/\gamma}=0.7216 .
\]

The prefactor in \(H\) is \((\beta/\gamma)t^2=y\,e^{\omega/\gamma}/r_s\). It is large, so the 1 inside the logarithm can be dropped:

\[
H\to-\gamma\ln r_s+\omega+\gamma\ln\frac{y(1+y)}{1+y+y^2},\qquad
\varepsilon_c+H\to-\gamma\ln\!\left[1+\frac1{y+y^2}\right].
\]

Both \(\ln r_s\) and \(\omega\) cancel as separate terms, though \(\omega\) survives inside \(\chi\). Integrated over the ion, \(-\gamma\ln r_s\) supplies \(+2\gamma\ln Z\). If the constant in \(H\) and \(A\) were some \(\gamma'\ne\gamma\), then \(At^2\propto r_s^{\gamma/\gamma'-1}\). For \(\gamma'<\gamma\) this vanishes, \(H\to-\gamma'\ln r_s+\dots\), and a logarithm survives. For \(\gamma'>\gamma\) it diverges, \(H\to-\varepsilon_c\), and the limit is zero. A finite, nonzero limit needs \(\gamma'=\gamma\).

In terms of lengths, \(\gamma\ln r_s=2\gamma\ln(k_s/k_F)+\text{const}\), while \(H\) contains \(2\gamma\ln t\), in which \(k_s\) stands in the denominator. The screening length \(1/k_s\) drops out and the density-gradient length takes its place. At the nucleus, \(1/k_s\) and \(n/|\nabla n|\) are 0.203 and 0.132 Å for \(Z=2\), but 0.00909 and 0.000265 Å for \(Z=1000\). At \(Z=1000\) the LDA cutoff then belongs to a length about 11 times the mean distance \(3/(2Z)\) of an electron from the nucleus.

For the ion \(|\nabla n|/n=2Z\) and \(k_F=(6\pi)^{1/3}Ze^{-x/3}\), so \(s=e^{x/3}/(6\pi)^{1/3}\) and \(y=0.1019\,e^{2x/3}\). Therefore

\[
E_c^{\rm PBE}\to-\gamma\int_0^\infty x^2e^{-x}\ln\!\left[1+\frac1{y+y^2}\right]dx=-1.303\ \text{eV}\quad(-0.0479\ \text{hartree}).
\]

This is about 3% larger in magnitude than the limit in (b). The cancellation makes the PBE value finite; it does not by itself make the remaining constant right.

The derivation requires \(r_s\ll1\) and \(t^2\gg1\), that is \(s^2\gg r_s\). Here \(s^2/r_s\propto Ze^{x/3}\), so the second condition is met everywhere as \(Z\) grows. The first fails only in the far tail, \(x\gtrsim3\ln Z\), where the electron content is negligible. In an extended region of uniform density \(s=0\), \(H=0\), and the logarithm returns.

**The bare gradient term.** For weak gradients \(H\to\beta t^2\). Used at all gradients, this term would give

\[
\beta\int nt^2d^3r=\frac{\beta c^2}{(6\pi)^{2/3}}\left(\frac83\right)^{1/3}\!Z\int_0^\infty x^2e^{-2x/3}dx ,
\]

because \(s^2/r_s\propto Ze^{x/3}\). The integral is \(27/4\), and the result is \(3.617\,Z\) eV. It has the needed sign but grows linearly, so it cannot cancel a logarithm. By contrast, \(H\) never exceeds \(-\varepsilon_c\), the value at which it saturates when \(t\to\infty\) at fixed density. Since \(-\varepsilon_c\) grows only as \(\ln Z\) in the ion, this saturation keeps the gradient term from growing faster than a logarithm.

### (d) Four cases

The wave-function column is a 50-term variational energy minus the Hartree-Fock energy. A basis of about 500 terms lowers these entries by at most 0.0002 eV; this changes the last digit only at \(Z=1000\), where the converged value is \(-1.2695\) eV. The functionals are evaluated on the Hartree-Fock density. All entries are in eV.

| \(Z\) | Wave function | LDA | Gradient term | PBE |
|---:|---:|---:|---:|---:|
| 2 | −1.144 | −3.060 | 1.917 | −1.143 |
| 10 | −1.243 | −5.498 | 4.193 | −1.304 |
| 50 | −1.264 | −8.084 | 6.772 | −1.313 |
| 1000 | −1.269 | −13.094 | 11.789 | −1.305 |

At \(Z=1000\) the law from (a) gives \(-1.692\times6.908-1.400=-13.09\) eV, in agreement with the table. At \(Z=2\) it gives \(-1.692\times0.693-1.400=-2.57\) eV, against \(-3.06\) eV, so helium is not yet in the asymptotic regime.

The gradient term at \(Z=1000\) leaves \(-13.094+11.789=-1.305\) eV. The bare term would have added about 3600 eV. PBE does not approach its limit monotonically: among these cases it is lowest at \(Z=50\). Its near equality with the wave-function value at \(Z=2\) depends on the density used (on the correlated density PBE gives \(-1.138\) eV) and does not persist, and at \(Z=10\) it is about 5% larger in magnitude than the wave-function value.

## Calculated quantities

```
hartree in eV: 27.211386   bohr in angstrom: 0.529177
gamma: 0.84602 eV   (0.031091 hartree)
log slope of the RPA energy: 0.84599 eV
integral of R^2 over y: 0.642671 (dimensionless)
omega (PW92): 1.26923 eV
Second order in the repulsion, limit Z -> infinity:
  total E2 (Hylleraas, 50 terms): -4.2901 eV
  Hartree-Fock E2: -3.0206 eV
  correlation limit: -1.2696 eV   (-0.04666 hartree)
  correlation limit by partial waves: -1.2688 eV
    doubles with l = 0: -0.3897 eV
    doubles with l = 1: -0.7208 eV
    doubles with l = 2: -0.1062 eV
    l = 3 to 8: -0.0501 eV   extrapolated rest: -0.0021 eV
  lower bound from the gap: -7.454 eV
  <V^2> for Z = 1 in atomic units: 0.425926
LDA slope per unit of ln Z: -1.6920 eV
LDA constant: -1.3996 eV
PBE gradient-term slope per unit of ln Z: 1.6920 eV
beta: 0.066725   c^2: 1.50730   chi: 0.72163 (atomic units)
s at the nucleus: 0.37575   y at the nucleus: 0.10189
PBE limit: -1.3033 eV   (-0.04789 hartree)
PBE limit / correlation limit: 1.0266
bare gradient term per unit of Z: 3.6168 eV
Correlation energies in eV (functionals on Hartree-Fock density):
     Z   wave function      LDA   gradient term      PBE
     2        -1.144     -3.060         1.917     -1.143
    10        -1.243     -5.498         4.193     -1.304
    50        -1.264     -8.084         6.772     -1.313
  1000        -1.269    -13.094        11.789     -1.305
LDA law at Z = 1000: -13.088 eV
Z = 2 energy change, degree 5 to 6: -0.00007 eV
density-size difference, ratio Z = 20 to Z = 40: 4.114
Lengths at the nucleus, hydrogenic density, in angstrom:
  Z = 2: screening 1/k_s = 0.20327   gradient n/|grad n| = 0.132294
  Z = 1000: screening 1/k_s = 0.00909   gradient n/|grad n| = 0.000265
```
